\section*{Does an odd electron count make Sn/Si(111) a metal?}

\section*{The argument under review}

The argument concerns one third of a monolayer of tin on Si(111), in the $\sqrt3\times\sqrt3$ arrangement. It runs as follows. The surface cell holds an odd number of electrons. A filled band takes two electrons per cell, so one band must be half filled. The surface is therefore a metal, and an insulating state would require a reconstruction that makes the count even.

The count is right, and so is the statement about filled bands if the electrons are independent and the bands spin degenerate. The conclusion drops both conditions. The question is what happens to one electron per cell when the band is narrow and two electrons on the same adatom repel each other.

\section*{What the count establishes}

Each cell contains one Sn adatom above three top-layer Si atoms. Each of these Si atoms brings one dangling-bond electron and Sn brings four valence electrons, $3+4=7$ in all. Three back bonds take six of them, and one is left in the Sn dangling orbital. With the silicon lattice parameter $a=5.431$~\AA, neighbouring adatoms are
\begin{equation}
d=\sqrt3\,\frac{a}{\sqrt2}=6.65~\text{\AA}
\end{equation}
apart. They form a triangular lattice, and hopping between orbitals so far apart is weak.

The simplest model with both hopping and repulsion is
\begin{equation}
H=-t\sum_{\langle ij\rangle,\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t>0,
\end{equation}
with one electron per site and the orbital energy set to zero. For $U=0$, Bloch waves with phases $k_1,k_2$ along two lattice vectors at $60^\circ$ have energy
\begin{equation}
\varepsilon(\mathbf k)=-2tS,\qquad S=\cos k_1+\cos k_2+\cos(k_1-k_2).
\end{equation}
The band edges follow from the identity
\begin{equation}
\left|1+e^{ik_1}+e^{ik_2}\right|^2=3+2S .
\end{equation}
The left side lies between 0 and 9, so $-\tfrac32\le S\le3$. Both ends are reached: the upper at $k_1=k_2=0$, the lower at $k_1=2\pi/3$, $k_2=4\pi/3$. The band thus runs from $-6t$ to $3t$ and has width $W=9t$.

I take the round parameters $t=0.05$ eV and $U=0.70$ eV. They represent a narrow adatom band and are not calculated for this surface. The band then runs from $-0.30$ to $0.15$ eV, with $W=0.45$ eV. At half filling the Fermi energy is $0.042$ eV, inside the band, where the density of states is $2.8$ states per eV, cell and spin. For $U=0$ the argument under review is correct.

A spin-restricted mean field does not change this. With $\langle n_{i\uparrow}\rangle=\langle n_{i\downarrow}\rangle=\tfrac12$,
\begin{equation}
U n_{i\uparrow}n_{i\downarrow}\;\to\;\frac U2\left(n_{i\uparrow}+n_{i\downarrow}\right)-\frac U4 .
\end{equation}
Every level moves up by $U/2$ and the band stays half filled at any $U$. A metal found in this way follows from the restriction imposed and says nothing about whether the restriction is justified.

\section*{Spin degeneracy is a separate condition}

Let $E(M)$ be the lowest energy of $M$ electrons on $N$ sites. The charge gap is
\begin{equation}
\Delta=E(N+1)+E(N-1)-2E(N),
\end{equation}
the cost of taking an electron from one neutral system and adding it to another.

Consider first the states in which all $N$ spins point up. The up band is full, and its energy is the sum of $\varepsilon(\mathbf k)$ over the zone. This equals the trace of the hopping matrix and vanishes. Removing an electron from the top of the band gives $-3t$. An added electron must have spin down. It meets an up electron on every site, so it moves freely with energy $U+\varepsilon(\mathbf k)$, at lowest $U-6t$. Within this sector
\begin{equation}
\Delta_{\rm pol}=(U-6t)+(-3t)-0=U-9t=U-W .
\end{equation}
For the chosen parameters this is $0.70-0.45=0.25$ eV. The cell is unchanged and the count is still odd, yet there is a gap, because one electron per cell fills a band of one spin. This state is not proposed as the ground state. It shows that the rule ``odd means metal'' can fail, even for independent electrons, when the two spins have different bands. Lifting the degeneracy is not enough by itself. Spin--orbit coupling in a nonmagnetic system without an inversion centre, such as a surface, splits the bands at general $\mathbf k$, but time reversal keeps them paired at $\mathbf k=0$, so an odd count still leaves no band gap.

\section*{The gap at strong repulsion}

For $t=0$ each site of the neutral system holds one electron, so $E(N)=0$. One electron fewer also costs nothing, while one more makes a doubly occupied site. Hence $\Delta=U$ for any arrangement of the spins.

\subsection*{Motion of a vacancy}

Hopping lets the missing electron move. Number the sites and define the state with a vacancy at $i$ as
\begin{equation}
|i;\{\sigma\}\rangle=(-1)^i\prod_{l\ne i}c^\dagger_{l\sigma_l}|0\rangle ,
\end{equation}
with the operators in site order. When an electron hops from $j$ to $i$, its operator must pass $|i-j|-1$ others to restore the order. Including the factors $(-1)^i$ and $(-1)^j$, the matrix element is
\begin{equation}
-t\,(-1)^{|i-j|-1}(-1)^{i+j}=+t,
\end{equation}
because $|i-j|+i+j$ is even. To first order the vacancy therefore has the Hamiltonian $+tA$, where $A$ has an entry 1 for each exchange of the vacancy with a neighbouring spin.

Every state has six such moves. If $v$ is an eigenvector of $A$ with eigenvalue $\lambda$, and $v_m$ is its largest component in magnitude, then
\begin{equation}
|\lambda|\,|v_m|=\Big|\sum_n A_{mn}v_n\Big|\le 6|v_m| ,
\end{equation}
so $|\lambda|\le6$. The vector with all components equal has $\lambda=6$. Write the lowest eigenvalue as $-h$. In a fully polarised background $A$ is the neighbour matrix of the lattice, whose lowest eigenvalue is $2S_{\min}=-3$. Other backgrounds can lower it further, so
\begin{equation}
E(N-1)\simeq-ht,\qquad 3\le h\le6 .
\end{equation}

\subsection*{Motion of a doubly occupied site}

Exchange particles and holes, $c_{i\sigma}\to c^\dagger_{i\sigma}$. A hopping term becomes $-t\,c_{i\sigma}c^\dagger_{j\sigma}=+t\,c^\dagger_{j\sigma}c_{i\sigma}$, so $t$ changes sign. The repulsion becomes
\begin{equation}
U\sum_i(1-n_{i\uparrow})(1-n_{i\downarrow})=U(N-M')+U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{equation}
where $M'=2N-M$ is the new electron number. For $M=N+1$ this gives
\begin{equation}
E(N+1;t)=U+E(N-1;-t).
\end{equation}
The doubly occupied site thus moves with $-tA$, whose lowest eigenvalue is $-6t$. For a cluster of fixed size,
\begin{equation}
\Delta=U-(6+h)t+O(t^2/U).
\label{eq:first}
\end{equation}
Since $3\le h\le 6$, the first-order gap lies between $U-12t$ and $U-9t$. The lower limit uses the number of moves and no property of the spin arrangement, so at this order the gap does not rely on magnetic order. For the chosen parameters the limits are $0.10$ and $0.25$ eV.

The same mapping gives $E(N;t)=E(N;-t)$, and therefore
\begin{equation}
\Delta=U+E(N-1;t)+E(N-1;-t)-2E(N;t),
\end{equation}
which is even in $t$. The sign of the nearest-neighbour hopping does not affect the gap in this model.

\section*{Spins, and the limit of a large lattice}

At half filling the first correction is of second order. Two neighbouring electrons in a triplet cannot share an orbital, and their energy stays zero. The singlet couples with amplitude of magnitude $2t$ to the symmetric combination of the two doubly occupied states, which lies $U$ higher. Its energy falls by $(2t)^2/U$. Since $\mathbf S_i\cdot\mathbf S_j-\tfrac14$ equals $0$ for the triplet and $-1$ for the singlet,
\begin{equation}
H_J=J\sum_{\langle ij\rangle}\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right),\qquad J=\frac{4t^2}{U}.
\end{equation}
Here $J=4(0.05)^2/0.70$ eV $=14.3$ meV, or $J/k_{\rm B}=166$ K. Spins can be rearranged at an energy far below $U$.

The total exchange energy grows with the size of the lattice. One must ask whether it could close the gap of a large system. Let $E_J$ be the lowest energy of $H_J$ with all sites occupied. With a vacancy, the six bonds that touch it are missing. Put a fictitious spin on the vacant site and restore these bonds. Each restored term has eigenvalues $0$ and $-J$, so restoring it cannot raise the energy. The exchange energy without these bonds is therefore at least $E_J$.

Second order also moves the vacancy in two hops: an electron hops onto an occupied neighbour of the vacancy, and one of the two electrons now there fills the vacancy. There are six choices for the intermediate site, at most five for the electron that first hops onto it, and two for the electron that then leaves. This gives at most 60 elements of magnitude $t^2/U$ per state, and by the row-sum argument used for $A$ they lower the energy by at most $60t^2/U$. The particle-hole mapping gives the same estimate for the doubly occupied site. With terms beyond second order left out,
\begin{equation}
\Delta\ge U-12t-\frac{120\,t^2}{U},
\end{equation}
whatever the size of the lattice. With $x=U/t$ the right side is positive when $x^2-12x-120>0$, that is, for $x>6+\sqrt{156}\approx18.5$. This sufficient condition is crude and does not locate the transition. It is not met by the chosen $x=14$, so the bound does not settle that case.

The correction in Eq.~\eqref{eq:first} also needs care on a large lattice. A doubly occupied site reaches $-6t$ in a polarised background, but polarising the whole lattice costs exchange energy proportional to its area. A trial state polarises a disc of radius $R$ and confines the doubly occupied site to it. The cost above $-6t$ is
\begin{equation}
\delta E=\alpha t\,\frac{d^2}{R^2}+\beta J\,\frac{R^2}{d^2},
\end{equation}
with positive numbers $\alpha$ and $\beta$. Setting the derivative with respect to $R^2$ to zero gives $R^2/d^2=\sqrt{\alpha t/(\beta J)}$ and $\delta E=2\sqrt{\alpha\beta tJ}$. This is of order $t\sqrt{t/U}$, which is larger than $t^2/U$ at strong coupling. A trial state bounds the cost only from above, so this does not prove that the true cost scales in this way. But the remainder $O(t^2/U)$ has been established only for a fixed cluster, where polarising all spins costs a fixed multiple of $J$, and it should not be assumed for a large lattice.

\section*{What small clusters show}

The vacancy problem on periodic clusters gives $h=4.00$ for nine sites and $4.27$ for twelve. The first-order gaps are
\begin{equation}
(14-6-4.00)t=0.20~\text{eV},\qquad(14-6-4.27)t=0.19~\text{eV}.
\end{equation}
Diagonalizing the full model on nine sites gives $\Delta=7.15t=0.36$ eV, above even the upper first-order limit of $0.25$ eV. There is no contradiction, since those limits leave out second order, and at $U/t=14$ second order is not small.

Its size can be traced at larger $U$. At $U/t=100$ the energies for $N$, $N+1$ and $N-1$ electrons lie below their first-order values by $0.479t$, $0.000t$ and $0.492t$. Hence
\begin{equation}
\frac{\Delta}{t}=100-10+2(0.479)-0.000-0.492=90.47 .
\end{equation}
The neutral energy enters twice, so its lowering raises the gap. The energy for $N+1$ electrons equals the polarised value $U-6t$ to the digits given: on this small cluster the added electron gives up the whole exchange energy, which the preceding section rules out for a large lattice. Scaling the net correction $0.466t$ as $1/U$ down to $U/t=14$ gives $3.3t$ and a gap of $7.3t$, within 3\% of the computed $7.15t$. The agreement is partly a cancellation: at $U/t=14$ the shifts for $N$ and $N-1$ electrons are $3.02t$ and $2.89t$, which are 12\% and 18\% below their scaled values, while the energy for $N+1$ electrons is still within $0.01t$ of $U-6t$. At $U/t=8$ the same scaling predicts $3.8t$ against a computed $2.20t$, so it has failed there.

The exchange model is tested separately. At $U/t=100$ its nine-site energy is $-0.4800t$, against $-0.4786t$ for the full model, a difference of 0.3\% of the exchange energy.

At $U=0$ the nine-site gap is zero. The allowed phases are multiples of $2\pi/3$ and give one level at $-6t$, six at $0$ and two at $3t$. Two of the nine electrons fill the lowest level, and seven occupy a shell with room for twelve. Adding or removing one costs nothing. The infinite lattice has a continuous band in place of these few levels, so the cluster's gap of $0.37t$ at $U/t=4$ is no evidence that the infinite lattice is insulating there. Nine sites cannot locate the metal--insulator transition, and $0.36$ eV is the gap of a nine-site cluster, not an estimate for the surface. It depends on the boundary conditions: making them antiperiodic along one lattice vector lowers it to $5.64t=0.28$ eV.

Other quantities at $U/t=14$ show the character of the cluster's ground state. The probability of double occupancy is $0.019$ per site, against $0.25$ for uncorrelated electrons at half filling. The lowest state with six up and three down spins lies $12$ meV above the ground state, about one thirtieth of the charge gap. The remaining values are in the numerical output.

\section*{The real surface}

The chosen values have the rough size usually assigned to this adatom layer: a bandwidth of a few tenths of an eV and an effective repulsion of several tenths of an eV or more. Low-temperature experiments have reported insulating behaviour, but the model gap should not be read as the measured one. The result is sensitive to the parameters, and the model lets electrons hop only between nearest neighbours and repel each other only on the same adatom. At fixed $t$, reducing $U$ by $0.1$ eV takes the lower first-order limit from $0.10$ eV to zero. A second-neighbour hopping $t'$ adds six moves for each carrier and lowers that limit by $12|t'|$, which is $0.12$ eV for $|t'|=0.01$ eV. A repulsion $V$ between neighbouring adatoms lowers the energy of an adjacent vacancy and doubly occupied site from $U$ to $U-V$ at $t=0$. The charge gap itself stays at $U$ there for $V<U/3$, because an added electron costs $6V$ more and a removed one $6V$ less. For $V>U/3$ the neutral state at $t=0$ is no longer one electron per site: occupations $2,1,0$ on three sublattices cost $U$ and gain $3V$ per three sites. Whether the real surface lies below this threshold is not established here. The shifts from $U$ and $t'$ are comparable with the limit itself, so a claim about the real surface needs parameters calculated for it, and a larger lattice.

\section*{What the argument may retain}

The odd count excludes a band insulator with spin-degenerate bands and an unchanged cell. It does not exclude a gap caused by repulsion, nor one in a magnetically ordered state. A structural change does not automatically restore the even count either. A cell of twice the area has two dangling-bond electrons and may be a band insulator, whereas a $3\times3$ cell has three, and the band argument applies to it as before.

An observed gap does not by itself identify its cause. A magnetically ordered band state and a Mott insulator can both be gapped, and a Mott insulator may also order at low temperature. Evidence for the Mott mechanism would be a charge gap that persists where magnetic order is absent and no change of the cell accounts for it. The manuscript should replace ``the count is odd, hence the surface is metallic'' by ``the count is odd, hence the surface is metallic if its electrons are independent, its bands spin degenerate and its cell unchanged''.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electrons counted per root-3 cell: 7
electrons left in the dangling bond: 1
silicon lattice parameter: 5.4310 angstrom
adatom spacing: 6.652 angstrom
chosen hopping t: 0.050 eV
chosen repulsion U: 0.700 eV
U/t: 14.00
bandwidth W: 0.450 eV
U/W: 1.556
band bottom: -0.300 eV
band top: 0.150 eV
Fermi energy at U=0: 0.0418 eV
Fermi-level DOS: 2.81 states/(eV cell spin)
h, 9 sites: 4.0000
h, 12 sites: 4.2709
first-order gap lower bound: 0.100 eV
first-order gap upper bound: 0.250 eV
first-order gap, 9 sites: 0.2000 eV
first-order gap, 12 sites: 0.1865 eV
full Hubbard gap, 9 sites: 0.3576 eV
same gap with t reversed: 0.3576 eV
fully polarised gap: 0.2500 eV
9-site gap at U/t=0: 0.0000 t
9-site gap at U/t=4: 0.3711 t
9-site gap at U/t=8: 2.1970 t
9-site gap at U/t=14: 7.1526 t
9-site gap at U/t=50: 40.9370 t
9-site gap at U/t=100: 90.4657 t
energy below first order, N, U/t=50: 0.9488 t
energy below first order, N+1, U/t=50: 0.0000 t
energy below first order, N-1, U/t=50: 0.9606 t
energy below first order, N, U/t=100: 0.4786 t
energy below first order, N+1, U/t=100: 0.0000 t
energy below first order, N-1, U/t=100: 0.4915 t
Hubbard energy, N=9, U/t=100: -0.47857 t
Heisenberg energy, N=9, U/t=100: -0.48000 t
double occupancy per site, 9 sites: 0.0189
exchange J=4t^2/U: 14.29 meV
J/k_B: 165.8 K
higher-spin excitation: 12.13 meV
\end{verbatim}
